\section*{Current density and charge after ten seconds of diffusion-limited copper deposition}

\section*{The question}

A flat copper cathode closes the top of an upright insulating tube and faces down into a still, oxygen-free solution. The solution contains copper ions at concentration $c^*=0.050$ mol/L and sulfuric acid at $s=1.0$ mol/L. The tube is much deeper than the region that becomes depleted. At $t=0$ the cathode, until then at equilibrium, is stepped to a potential so negative that each copper ion reaching it is reduced at once,
\begin{equation}
\mathrm{Cu^{2+}}+2e^-\rightarrow \mathrm{Cu}.
\end{equation}

Take $D=6.0\times10^{-6}$ cm$^2$/s for the diffusion coefficient of the copper ion, $n=2$ electrons per ion, $F=96485$ C/mol, and a temperature of 298.15 K. Copper has molar mass $M=63.55$ g/mol and density $\rho=8.96$ g/cm$^3$. The bath data are rough typical values.

The coordinate $x$ runs from the cathode ($x=0$) into the solution. Cathodic current density $j$ is counted positive. Until part (e), assume that copper ions move by diffusion alone and that all the current deposits copper.

\section*{Part (a): the concentration profile}

\textbf{Question.} State the diffusion problem and find the concentration $c(x,t)$.

\textbf{Answer.} The cathode covers the whole cross-section of the tube, so $c$ depends on $x$ and $t$ alone. Conservation of ions together with Fick's law gives
\begin{equation}
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},
\end{equation}
with the conditions
\begin{equation}
c(x,0)=c^*,\qquad c(0,t)=0,\qquad c(\infty,t)=c^* .
\end{equation}
The second condition expresses immediate reduction at the surface. The third treats the tube as infinitely deep.

The data contain no length. The one length that can be formed from $D$ and $t$ is $\sqrt{Dt}$, up to a numerical factor, so we try
\begin{equation}
c=c^*f(u),\qquad u=\frac{x}{2\sqrt{Dt}} .
\end{equation}
The derivatives of $u$ are $\partial u/\partial t=-u/(2t)$ and $\partial u/\partial x=1/(2\sqrt{Dt})$. The diffusion equation becomes
\begin{equation}
-\frac{u}{2t}f'=D\,\frac{1}{4Dt}f''
\quad\Longrightarrow\quad f''+2uf'=0 .
\end{equation}
Time has dropped out, which justifies the trial form. This is a first-order equation for $f'$, with solution $f'=Ae^{-u^2}$. Since $f(0)=0$,
\begin{equation}
f(u)=A\int_0^u e^{-v^2}dv .
\end{equation}
The condition $f(\infty)=1$ and the integral $\int_0^\infty e^{-v^2}dv=\sqrt\pi/2$ fix $A=2/\sqrt\pi$. Hence
\begin{equation}
c(x,t)=c^*\,\mathrm{erf}\!\left(\frac{x}{2\sqrt{Dt}}\right).
\label{profile}
\end{equation}
At $t\to0$ with $x>0$ the argument tends to infinity and $c\to c^*$, as the initial condition requires.

\section*{Part (b): the current density}

\textbf{Question.} Derive the current density and evaluate it at $t=10$ s. What thickness of a layer with a linear profile would give the same current?

\textbf{Answer.} Fick's law gives the flux in the direction of $+x$ as $-D\,\partial c/\partial x$. The flux towards the cathode is therefore $+D\,\partial c/\partial x$ at $x=0$. Each mole of copper carries the charge $nF$, so
\begin{equation}
j=nFD\left.\frac{\partial c}{\partial x}\right|_{x=0}
=nFD\,c^*\,\frac{2}{\sqrt\pi}\,\frac{1}{2\sqrt{Dt}} .
\end{equation}
The factors of two cancel, and $D/\sqrt D=\sqrt D$. The result is the Cottrell equation,
\begin{equation}
j(t)=nFc^*\sqrt{\frac{D}{\pi t}} .
\label{cottrell}
\end{equation}

Concentration must be in mol/cm$^3$ if $D$ is in cm$^2$/s. Here $c^*=5.00\times10^{-5}$ mol/cm$^3$, and
\begin{align}
nFc^*&=2(96485)(5.00\times10^{-5})=9.649\ \mathrm{C/cm^3},\\
\sqrt{\frac{D}{\pi t}}&=\sqrt{\frac{6.0\times10^{-6}}{10\pi}}
=4.370\times10^{-4}\ \mathrm{cm/s}.
\end{align}
Their product is
\begin{equation}
j(10\ \mathrm{s})=4.22\ \mathrm{mA/cm^2}=42.2\ \mathrm{A/m^2}.
\end{equation}

A linear profile rising from zero to $c^*$ over a thickness $\delta$ gives $j=nFDc^*/\delta$. Equating this to (\ref{cottrell}) gives
\begin{equation}
\delta=\sqrt{\pi Dt}=137\ \mu\mathrm{m}.
\end{equation}
The current falls because this layer thickens: ions must come from farther away. Four times the elapsed time means twice the thickness and half the current.

\section*{Part (c): the charge and the deposit}

\textbf{Question.} Find the charge per area $Q$ passed since the step. Confirm it by counting the ions that have left the solution. What copper thickness does it represent?

\textbf{Answer.} The current density diverges at $t=0$, but as $t^{-1/2}$, which has a finite integral:
\begin{equation}
Q(t)=nFc^*\sqrt{\frac D\pi}\int_0^t\frac{dt'}{\sqrt{t'}}
=2nFc^*\sqrt{\frac{Dt}{\pi}} .
\label{charge}
\end{equation}
Dividing (\ref{charge}) by (\ref{cottrell}) gives
\begin{equation}
Q(t)=2\,j(t)\,t .
\label{two}
\end{equation}
The factor 2 records the larger current at earlier times. For the present numbers,
\begin{equation}
Q(10\ \mathrm{s})=2(4.217\ \mathrm{mA/cm^2})(10\ \mathrm{s})
=84.3\ \mathrm{mC/cm^2}.
\end{equation}
The mean current density over the ten seconds is 8.43 mA/cm$^2$, twice the final value. Multiplying the final current by the time would give 42.2 mC/cm$^2$, half the charge.

For the ion count, write $\mathrm{erfc}\,u=1-\mathrm{erf}\,u$. The ions missing per area are
\begin{equation}
\int_0^\infty(c^*-c)\,dx=2c^*\sqrt{Dt}\int_0^\infty\mathrm{erfc}\,u\,du .
\end{equation}
Integration by parts, with $d(\mathrm{erfc}\,u)/du=-2e^{-u^2}/\sqrt\pi$, gives
\begin{equation}
\int_0^\infty\mathrm{erfc}\,u\,du
=\bigl[u\,\mathrm{erfc}\,u\bigr]_0^\infty
+\frac{2}{\sqrt\pi}\int_0^\infty ue^{-u^2}du
=0+\frac{1}{\sqrt\pi}.
\end{equation}
The missing amount is $2c^*\sqrt{Dt/\pi}$. Multiplied by $nF$ it reproduces (\ref{charge}), so the charge on the meter and the depletion of the solution agree.

The deposited mass per area is $QM/(nF)$. Division by the density gives
\begin{equation}
h=\frac{QM}{nF\rho}
=\frac{(0.08433)(63.55)}{2(96485)(8.96)}\ \mathrm{cm}
=31.0\ \mathrm{nm}.
\end{equation}
This is an average thickness for a compact deposit. It is $2.3\times10^{-4}$ of $\delta$, so treating the cathode surface as fixed is justified here.

A direct numerical solution of the diffusion equation, using neither the error function nor the Cottrell equation, gives 4.217 mA/cm$^2$ and 84.33 mC/cm$^2$ at 10 s. Its currents at 2.5 s and 10 s have the ratio 2.0006, against 2 from (\ref{cottrell}).

\section*{Part (d): current from a measured charge}

\textbf{Question.} How can the current density at time $t$ be found from charge readings if $D$ and $c^*$ are unknown? How can a constant charge offset, acquired just after the step, be removed?

\textbf{Answer.} Equation (\ref{two}) gives $j(t)=Q(t)/(2t)$. Neither $D$ nor $c^*$ appears, but the charge must be counted from the step and must follow the $t^{1/2}$ law.

Suppose that the reading is $Q_{\rm m}(t)=Q(t)+q_0$, where $q_0$ is constant after the first moments. Charging of the electrical double layer is one source of such an offset. Take readings at $t$ and $t/4$. Since $Q\propto\sqrt t$, we have $Q(t/4)=Q(t)/2$, and
\begin{equation}
Q_{\rm m}(t)-Q_{\rm m}(t/4)=\tfrac12Q(t)=j(t)\,t .
\end{equation}
The offset has cancelled. In the example, the charge passed between 2.5 s and 10 s should be 42.2 mC/cm$^2$; division by 10 s returns 4.22 mA/cm$^2$. The divisor is the full time $t$, not the interval of 7.5 s.

For a rough double-layer capacitance of 30 $\mu$F/cm$^2$ and a potential step of 0.40 V, the offset is 12 $\mu$C/cm$^2$. That is 0.014\% of the deposition charge at 10 s, so double-layer charging matters little here. It matters more at short times, where $Q$ is smaller. The slow start treated in part (e) changes the charge at 10 s by more than this. That loss is not a constant offset: it is about 690 $\mu$C/cm$^2$ at 2.5 s and 480 $\mu$C/cm$^2$ at 10 s. The two-reading rule therefore does not cancel it fully, and overestimates the current of that model by about 0.2\%.

\section*{Part (e): the start of the deposition}

\textbf{Question.} The infinite initial current in (\ref{cottrell}) cannot occur. Let the surface concentration $c_s(t)$ instead obey
\begin{equation}
j=j_0\frac{c_s}{c^*}
\exp\!\left[\frac{\alpha F(\eta-jR)}{R_gT}\right],
\label{surface}
\end{equation}
with exchange current density $j_0=1.0$ mA/cm$^2$, transfer coefficient $\alpha=0.5$, overpotential magnitude $\eta=0.40$ V, series resistance $R=2.0\ \Omega\,$cm$^2$ and gas constant $R_g$. These are rough values. A numerical solution with this law changes the charge at 10 s by $-0.57\%$ and the current at 10 s by $+0.26\%$, both relative to the ideal numerical solution. Explain the two signs.

\textbf{Answer.} Ohm's law alone limits the current density to $\eta/R=200$ mA/cm$^2$. The Cottrell current exceeds this value for times shorter than
\begin{equation}
10\ \mathrm{s}\left(\frac{4.217}{200}\right)^2\approx 4\ \mathrm{ms},
\end{equation}
so the ideal law certainly fails there. Finite kinetics lowers the current further.

To find the effect on the charge, build the falling surface concentration from small steps. The diffusion equation is linear, so the effects of the steps add. By (\ref{charge}), a drop $-dc_s$ at time $\tau$ has contributed the charge $2nF\sqrt{D(t-\tau)/\pi}\,(-dc_s)$ by time $t$. With a finite current the surface starts at $c_s(0)=c^*$, and
\begin{equation}
Q(t)=-2nF\sqrt{\frac D\pi}\int_0^t\sqrt{t-\tau}\,
\frac{dc_s}{d\tau}\,d\tau .
\end{equation}
Integrate by parts. The boundary term vanishes at $\tau=t$ and gives the ideal charge at $\tau=0$. Since $d\sqrt{t-\tau}/d\tau=-1/(2\sqrt{t-\tau})$,
\begin{equation}
Q(t)=2nFc^*\sqrt{\frac{Dt}\pi}-E(t),\qquad
E(t)=nF\sqrt{\frac D\pi}\int_0^t\frac{c_s(\tau)}{\sqrt{t-\tau}}\,d\tau .
\end{equation}
A positive surface concentration makes $E$ positive, so charge is lost.

The current is $j=dQ/dt$, which differs from the Cottrell value by $-dE/dt$. Substituting $\tau=tv$ and defining $w(\tau)=\sqrt\tau\,c_s(\tau)$ gives
\begin{align}
E(t)&=nF\sqrt{\frac D\pi}\int_0^1\frac{w(tv)}{\sqrt{v(1-v)}}\,dv,\\
\frac{dE}{dt}&=nF\sqrt{\frac D\pi}\int_0^1
\sqrt{\frac{v}{1-v}}\;w'(tv)\,dv .
\end{align}
Once $j$ is close to the Cottrell current, $\sqrt\tau\,j$ is nearly constant. Solving (\ref{surface}) for $c_s$ then shows that $w$ is nearly proportional to $\exp[\alpha FjR/(R_gT)]$. This factor falls as the ohmic drop decays, so $w'<0$ and $E$ tends to decrease. In the first moments $c_s\approx c^*$ and $w$ rises, but the factor $\sqrt v$ gives those moments little weight. The computed $+0.26\%$ shows that the later fall prevails at 10 s. Here $w$ peaks near 25 ms, and more than half of the gain comes from its fall before 0.5 s, when $j$ is not yet close to the Cottrell value; the proportionality above is only a rough guide in that interval. Physically, the shrinking ohmic drop makes the surface concentration fall faster than $1/\sqrt\tau$, so part of the copper left behind at the start is deposited later. Slow kinetics without resistance would also lose charge at the start, but $w$ would then level off and the later current would not exceed the Cottrell value.

At 10 s the ohmic drop is 8.5 mV, and the surface concentration is 0.21\% of the bulk value. The condition $c(0,t)=0$ is then a good approximation. The smaller charge and the larger current both lower $Q/(2jt)$, so the estimate $j=Q/(2t)$ is low by about 0.8\% in this model. The model counts copper deposition only. An overpotential of 0.40 V puts the cathode about 0.1 V below the hydrogen potential in this acid, so hydrogen can evolve. For a rough exchange current density of $10^{-6}$ A/cm$^2$ and a transfer coefficient of 0.5 it would add 0.1 to 0.2\% to the current at 10 s, as much as the effect explained here.

\section*{Part (f): migration}

\textbf{Question.} The electric field also pulls copper ions towards the cathode. Estimate the gain in current from a steady layer of fixed thickness $\delta$, treating the acid as H$^+$ and HSO$_4^-$ and the anions that accompany copper as univalent too.

\textbf{Answer.} Let $\phi$ be the electric potential in units of $R_gT/F$, with $\phi=0$ at the outer edge of the layer. There the anion concentration is $a=s+2c^*$ by electroneutrality. Neither H$^+$ nor HSO$_4^-$ is consumed, so in the steady state each has zero flux:
\begin{align}
c_{\rm H}'+c_{\rm H}\phi'&=0 &&\Rightarrow\quad c_{\rm H}=s\,e^{-\phi},\\
c_{\rm A}'-c_{\rm A}\phi'&=0 &&\Rightarrow\quad c_{\rm A}=a\,e^{\phi}.
\end{align}
Electroneutrality inside the layer gives $2c=ae^\phi-se^{-\phi}$. At the cathode $c=0$, so its potential $\phi_s$ satisfies $e^{\phi_s}=\sqrt{s/a}$.

The copper flux towards the cathode is $N=D(c'+2c\phi')$; the factor 2 is the ion's charge number. It is constant across a steady layer. Integration from the cathode to the outer edge gives
\begin{align}
\frac{N\delta}{D}&=c^*+\int_{\phi_s}^0(ae^\phi-se^{-\phi})\,d\phi
=c^*+\bigl[ae^\phi+se^{-\phi}\bigr]_{\phi_s}^0\nonumber\\
&=c^*+a+s-2\sqrt{as}=c^*+(\sqrt a-\sqrt s)^2 .
\end{align}
Without migration the result would be $c^*$. The ratio of the currents at the same $\delta$ is therefore
\begin{equation}
\frac{j_{\rm mig}}{j_{\rm diff}}
=1+\frac{(\sqrt{s+2c^*}-\sqrt s)^2}{c^*} .
\end{equation}
For $s=1.0$ and $c^*=0.050$ mol/L, the gain is $(\sqrt{1.10}-1)^2/0.050=4.8\%$.

If $c^*\ll s$, then $\sqrt{s+2c^*}-\sqrt s\approx c^*/\sqrt s$, and the gain is approximately $c^*/s$. More acid suppresses migration because it weakens the field: the potential difference across the layer, $|\phi_s|=\tfrac12\ln(1+2c^*/s)$, falls as $s$ grows. The acid ions themselves carry no net current through the steady layer. In the opposite limit $s=0$ the ratio is 3, for a copper salt with univalent anions. That limit does not describe copper sulfate, whose anion is then divalent.

In the real transient the acid ions are still rearranging and the layer is growing. The gain then also depends on how fast the acid ions diffuse and on how far the acid is dissociated. The transient problem gives about 2.6\% for H$^+$ and HSO$_4^-$ with diffusion coefficients in their infinite-dilution ratios to that of copper, about 6\% if all three ions diffused equally fast, and about 1\% for acid fully dissociated into H$^+$ and SO$_4^{2-}$. The steady-layer figure gives only the order of size.

\section*{Part (g): orientation and real plating}

\textbf{Question.} Would the answer at 10 s be equally safe for a vertical cathode of height $H=1.0$ cm? Take kinematic viscosity $\nu=0.010$ cm$^2$/s and a relative density increase of 0.15 per mol/L of copper salt, both rough. Then compare the model with practical copper plating.

\textbf{Answer.} Depleted solution is lighter than the bulk. Next to a vertical cathode it rises and draws in fresh solution. Its buoyant acceleration is at most
\begin{equation}
g'=(981\ \mathrm{cm/s^2})(0.15)(0.050)\approx7.4\ \mathrm{cm/s^2}.
\end{equation}
In a layer of thickness $\ell$, viscous drag per mass is of order $\nu U/\ell^2$ for a speed $U$. Balancing drag and buoyancy gives $U\sim g'\ell^2/\nu$. With $\ell^2\sim Dt$, the flow covers the height $H$ when
\begin{equation}
H\sim Ut\sim\frac{g'Dt^2}{\nu}
\quad\Longrightarrow\quad
t\sim\sqrt{\frac{H\nu}{g'D}}\approx15\ \mathrm{s}.
\end{equation}
The numerical prefactor is unknown, so 15 s is not a guaranteed safe time. Ten seconds is of the same order, and the Cottrell equation could already be in error on a vertical plate. With the cathode facing down, the solution depleted of copper lies on top, and the density difference due to the copper salt opposes convection. The acid ions also rearrange, as noted in part (f). Acid gathers near the cathode and spreads farther than the copper depletion, so below the depleted layer lies a zone slightly denser than the bulk under it, by one or two parts in $10^4$. This zone is too thin to overturn at 10 s, but it thickens as $\sqrt t$, so a still solution is not guaranteed at much longer times.

The copper concentration here is low for a plating bath; production baths commonly contain several times more. They are also stirred, and usually run below the limiting current, because deposits grown at that limit tend to be rough or powdery. Stirring breaks the assumption of a freely growing layer. Once the flow holds the thickness at $\delta_0$, the limiting current stops falling and stays near $nFDc^*/\delta_0$. Halving the 137 $\mu$m layer, for example, would double the 10 s current at the same $c^*$ and $D$. The example therefore describes a still laboratory test, not the working current of a production line.

For that test, the largest uncertainties sized here are migration, a few per cent, and the diffusion coefficient. Since $j\propto\sqrt D$, a value of $D$ higher by 10\% raises the current by 4.9\% at fixed $c^*$ and $t$. A reasonable statement of the result is 4.2 mA/cm$^2$ and 84 mC/cm$^2$, with an uncertainty of several per cent if $D$ is known to about 10\% and $c^*$ is known more closely. The further digits in the numerical output serve to compare calculations within the model.

\section*{Calculated quantities}
\begin{verbatim}
Faraday constant: 96485.33 C/mol
Electrons per copper ion: 2
Bulk copper concentration: 0.050 mol/L
Bulk copper concentration: 5.00e-05 mol/cm3
Diffusion coefficient: 6.00e-06 cm2/s
Elapsed time: 10.0 s
Charge per volume n F c: 9.6485 C/cm3
sqrt(D/(pi t)): 4.3702e-04 cm/s
Current density at end: 4.217 mA/cm2
Current density at end: 42.17 A/m2
Charge per area: 84.33 mC/cm2
Mean current density: 8.433 mA/cm2
Product j t alone: 42.17 mC/cm2
Equivalent layer thickness: 137.3 um
Copper molar mass: 63.55 g/mol
Copper density: 8.96 g/cm3
Copper thickness: 31.0 nm
Numerical current density: 4.217 mA/cm2
Numerical charge per area: 84.33 mC/cm2
Numerical j(2.5 s)/j(10.0 s): 2.0006
Temperature: 298.15 K
Overpotential magnitude: 0.40 V
Series resistance: 2.0 ohm cm2
Exchange current density: 1.0 mA/cm2
Transfer coefficient: 0.5
Ohmic drop at end: 8.5 mV
Surface concentration left: 0.21 % of bulk
Slow start, change of charge: -0.57 %
Slow start, change of end current: 0.26 %
Acid concentration: 1.0 mol/L
Migration estimate, current gain: 4.8 %
Vertical plate height for comparison: 1.0 cm
Kinematic viscosity: 0.010 cm2/s
Relative density slope: 0.15 L/mol
Reduced gravity: 7.35 cm/s2
Convection time, vertical plate: 15 s
Double-layer capacitance: 30 uF/cm2
Double-layer charge: 12 uC/cm2
Double-layer share of charge: 0.014 %
Deposit / diffusion layer thickness: 2.3e-04
Current change for D up 10 %: 4.9 %
\end{verbatim}
